The Blume-Watson spin-orbit constant: nuclear, screening and exchange parts

**Q.** A one-electron ion has the spin-orbit term ζ l·s with ζ proportional to Z⟨r⁻³⟩. For an open shell outside closed shells I doubt that one constant can survive. What operator do you start from?

**A.** From the spin-orbit part of the Breit-Pauli Hamiltonian, used to first order, with a point nucleus of infinite mass and g = 2. With l, s in units of ħ and p = −i∇,

H = C [ Z Σ_i l_i·s_i / r_i³ − Σ_{i≠j} g(i,j)·(s_i + 2s_j) ]

g(1,2) = r₁₂ × p₁ / r₁₂³,  r₁₂ = r₁ − r₂,  C = e²ħ²/(8πε₀m²c²)

The signs and the 2 can be traced. The Pauli reduction of the Dirac equation gives (ħ²/2m²c²) s·(∇U × p) for potential energy U. For the nucleus ∇U = Ze² r/(4πε₀r³), which is the first term. For a second electron ∇₁U = −e² r₁₂/(4πε₀r₁₂³), which gives −C g(1,2)·s₁, the same-orbit term. Electron 1 also makes a magnetic field at electron 2, B = −(μ₀eħ/4πm) r₁₂ × p₁/r₁₂³, and the energy (eħ/m) s₂·B equals −2C g(1,2)·s₂ because μ₀ = 1/(ε₀c²). That is the other-orbit term. Since r₁₂/r₁₂³ = −∇₁(1/r₁₂) has no curl, the order of factors in g is immaterial and g is Hermitian.

The orbitals are R(r) Y_lm times a spin function, with P = rR and one real radial function per shell. Shell a = nl is open, with l ≥ 1 and N electrons. The shells b = n'l' are closed.

**Q.** The second sum is a two-electron operator. How does it become a one-electron one?

**A.** Only the pairs with one electron in a closed shell do. Let the pair operator be

G = −C [ g(1,2)·(s₁ + 2s₂) + g(2,1)·(s₂ + 2s₁) ]

All determinants of the configuration contain the same core spin orbitals and differ in the open ones. With orthonormal orbitals the Slater-Condon rules give three kinds of pair. Core-core pairs add one constant to every state. Open-open pairs stay two-body. Open-core pairs connect determinants that differ in at most one open spin orbital, a → a', through

F_{aa'} = Σ_b [ ⟨ab|G|a'b⟩ − ⟨ab|G|ba'⟩ ]

so they act as Σ_i F(i). The nuclear term within the shell is already ζ_nuc l·s, with

ζ_nuc = C Z ⟨r⁻³⟩,  ⟨r⁻³⟩ = ∫ P_a² r⁻³ dr

**Q.** Take the direct part. G has four pieces. Which remain?

**A.** Electron 1 is in a and electron 2 in b, with orbital b_μ and spin τ, both summed. The pieces g(1,2)·2s₂ and g(2,1)·s₂ carry Σ_τ⟨τ|s|τ⟩ = 0. The piece g(2,1)·2s₁ needs Σ_μ ∫ b_μ* (r₂₁/r₁₂³) × ∇b_μ d³r₂. A sum over a full shell is unchanged by a unitary mixing of the b_μ, so they can be taken real, and then Σ_μ b_μ∇b_μ = ½∇n with n = Σ_μ b_μ². The integrand is proportional to ∇₂(1/r₁₂) × ∇₂n, which integrates by parts to the curl of a gradient, zero. Physically, a closed shell has no spin moment and no current.

The piece g(1,2)·s₁ remains. The addition theorem makes n = (2l'+1)R_b²/4π spherical, the spin sum gives 2, and Gauss's law gives

2 ∫ n(r₂) r₁₂/r₁₂³ d³r₂ = (4l'+2) N_b(r₁) r₁/r₁³,  N_b(r) = ∫₀^r P_b² ds

Since r₁ × p₁ = l, the direct part is ζ_dir l·s with

ζ_dir(b) = −C (4l'+2) m⁰,  m⁰ = ∫ P_a² N_b(r) r⁻³ dr

Nuclear and direct terms together are C⟨(Z − enclosed core electrons)/r³⟩, which is the ⟨(1/r) dU/dr⟩ form for the electrostatic potential of nucleus and core. As 0 ≤ N_b ≤ 1, a core electron removes between zero and one unit of charge.

**Q.** Then the same argument should kill the other-orbit term in the exchange part.

**A.** It does not, because the spin sum is now a closure and not a trace. In ⟨aσ, bτ|G|bτ, a'σ'⟩ electron 1 goes from τ to σ and electron 2 from σ' to τ:

Σ_τ ⟨σ|s|τ⟩⟨τ|σ'⟩ = ⟨σ|s|σ'⟩ for s₁,  Σ_τ ⟨σ|τ⟩⟨τ|s|σ'⟩ = ⟨σ|s|σ'⟩ for s₂

Both s₁ + 2s₂ and s₂ + 2s₁ therefore give 3s, one part from same-orbit and two from other-orbit. Define

X_{mm'} = Σ_μ ⟨a_m b_μ| g(1,2) |b_μ a_m'⟩

In the g(2,1) term, exchanging the labels 1 and 2 gives ⟨b a_m|g(1,2)|a_m' b⟩, which by hermiticity is the conjugate of ⟨a_m' b|g(1,2)|b a_m⟩, that is (X†)_{mm'}. The exchange minus sign and the minus sign in G combine to

F_ex = +3C s·(X + X†)

**Q.** X mixes two shells. Why should it be proportional to l?

**A.** The sum over μ is rotationally invariant and g is a vector, so X + X† is a vector operator on the 2l+1 states a_m. By the Wigner-Eckart theorem all such operators are proportional, so X + X† = κ l and ζ_ex = 3Cκ. Multiplying by l and taking the trace,

κ Λ (2l+1) = 2 Re tr(l·X),  Λ = l(l+1)

Let L = −i r × ∇. In tr(l·X) = Σ_{mm'} ⟨m'|l|m⟩·X_{mm'} the index m occurs through a_m*(1), and

Σ_m a_m* ⟨m'|l|m⟩ = (Σ_m a_m ⟨m|l|m'⟩)* = (L a_m')*

The integral over electron 2 gives −∇V, where V(r₁) = ∫ b_μ*(2) a_m'(2)/r₁₂ d³r₂, and (−∇V) × (−i∇) = i∇V × ∇. Renaming m' as m,

tr(l·X) = i Σ_{mμ} ∫ (L a_m)* · (∇V × ∇b_μ) d³r

**Q.** The cross product of two gradients looks as if it needs vector harmonics.

**A.** It splits by hand. Write ∇ = r̂∂_r + ∇⊥, so that r̂ × ∇⊥ = (i/r)L. Of the four products, r̂ × r̂ vanishes and ∇⊥V × ∇⊥b points along r̂:

∇V × ∇b = (i/r)(∂_rV Lb − ∂_rb LV) + (radial vector)

The radial vector drops out because r̂·L a = 0, and i·i = −1 leaves

tr(l·X) = −Σ_{mμ} ∫ (1/r)(L a_m)* · [∂_rV L b_μ − ∂_rb_μ LV] d³r

The multipole expansion of 1/r₁₂ gives

V = Σ_{kq} [4π/(2k+1)] y_k(r) Γ* Y_kq,  Γ = ∫ Y_lm* Y_kq Y_l'μ dΩ

y_k(r) = r^{−k−1} ∫₀^r ρ s^k ds + r^k ∫_r^∞ ρ s^{−k−1} ds,  ρ = P_aP_b

Two angular integrals are needed. Put f = Y_kq, h = Y_l'μ, K = k(k+1), Λ' = l'(l'+1). L obeys the product rule, so L²(fh) = (K+Λ')fh + 2Lf·Lh. Projecting on Y_lm, with L² acting to the left,

∫ Y_lm* Lf·Lh dΩ = ½(Λ − K − Λ')Γ

L is Hermitian on the sphere, so it can be moved off (LY_lm)*:

∫ (LY_lm)*·f Lh = ∫ Y_lm*(Lf·Lh + Λ'fh) = ½(Λ + Λ' − K)Γ

∫ (LY_lm)*·h Lf = ∫ Y_lm*(Lf·Lh + K fh) = ½(Λ − Λ' + K)Γ

For Σ|Γ|² over m, q, μ, write it as a double angular integral and use the addition theorem three times. With x the cosine of the angle between the two directions, ∫∫dΩdΩ' = 8π²∫dx, so

Σ|Γ|² = (2l+1)(2k+1)(2l'+1) a_k/4π,  a_k = ½∫₋₁¹ P_l(x)P_k(x)P_l'(x) dx

where these P are Legendre polynomials; a_k is the squared 3j symbol with zero projections and vanishes unless k = |l−l'|, |l−l'|+2, …, l+l'. The factor 4π/(2k+1) cancels, d³r/r leaves r dr, and

tr(l·X) = −½(2l+1)(2l'+1) Σ_k a_k [(Λ+Λ'−K)A^k − (Λ−Λ'+K)B^k]

A^k = ∫ r R_aR_b y_k' dr,  B^k = ∫ r R_a R_b' y_k dr

Multiplying by 2/[Λ(2l+1)] and by 3C,

ζ_ex(b) = −3C [(2l'+1)/Λ] Σ_k a_k [(Λ+Λ'−K)A^k − (Λ−Λ'+K)B^k]

**Q.** These contain derivatives of potentials. Can they be put into plain double integrals?

**A.** Define

n^k = ∫∫_{r>s} ρ(r)ρ(s) s^k / r^{k+3} dr ds,  w^k = ∫ (P_aP_b' − P_a'P_b) y_k dr/r

Both have dimension length⁻³, and Cn^k/2 is the Marvin-type integral. In y_k' the derivatives of the limits give +ρ/r and −ρ/r and cancel:

y_k' = −(k+1) r^{−k−2} ∫₀^r ρ s^k ds + k r^{k−1} ∫_r^∞ ρ s^{−k−1} ds

Since rR_aR_b = ρ/r, the first piece yields −(k+1)n^k. The second has r^{k−2}/s^{k+1} with s > r, which is n^{k−2} after r and s are renamed:

A^k = k n^{k−2} − (k+1) n^k

The same reading gives ∫ρ y_k r⁻² dr = n^k + n^{k−2}. For B^k split R_aR_b' = ½(R_aR_b)' + ½(R_aR_b' − R_a'R_b). The second half gives ½w^k, because r²(R_aR_b' − R_a'R_b) = P_aP_b' − P_a'P_b. The first is integrated by parts. The boundary term rR_aR_b y_k vanishes at both ends, and (r y_k)' = y_k + r y_k', so

½∫ r y_k (R_aR_b)' dr = −½[n^k + n^{k−2} + A^k] = ½[k n^k − (k+1)n^{k−2}]

B^k = ½[k n^k − (k+1) n^{k−2} + w^k]

Negative orders are harmless: n^{−1} comes from k = 1, where l+l' ≥ 1 and ρ starts as s³ or faster. For k = 0, l = l', so Λ−Λ'+K = 0 and n^{−2} has zero coefficient. The result is that nucleus and closed shells act within shell a as ζ_c Σ_i l_i·s_i with

ζ_c = ζ_nuc + Σ_b [ζ_dir(b) + ζ_ex(b)]

Orthogonality of a and b entered in the Slater-Condon step alone, so the radial formulas also hold for b = a.

**Q.** Show the coefficients for real shells.

**A.** The a_k follow from ½∫P_k² dx = 1/(2k+1) and the products P₁² = (1+2P₂)/3, P₁P₂ = (2P₁+3P₃)/5, P₂² = 1/5 + (2/7)P₂ + (18/35)P₄.

For an s core, k = l, a_l = 1/(2l+1), Λ+Λ'−K = 0 and Λ−Λ'+K = 2Λ, so ζ_ex = 6C B^l/(2l+1):

p–s: ζ_ex = C[−2n^{−1} + n¹ + w¹]

d–s: ζ_ex = C[−(9/5)n⁰ + (6/5)n² + (3/5)w²]

For d–p, Λ = 6, Λ' = 2 and the prefactor is −3C/2. With a₁ = 2/15 and a₃ = 3/35 the brackets are

k = 1: 6(n^{−1} − 2n¹) − 3(n¹ − 2n^{−1} + w¹) = 12n^{−1} − 15n¹ − 3w¹

k = 3: −4(3n¹ − 4n³) − 8(3n³ − 4n¹ + w³) = 20n¹ − 8n³ − 8w³

The weighted n¹ coefficient is −2 + 12/7 = −2/7, and

d–p: ζ_ex = C[−(12/5)n^{−1} + (3/7)n¹ + (36/35)n³ + (3/5)w¹ + (36/35)w³]

For p–p' the prefactor is −9C/2, a₀ = 1/3 and a₂ = 2/15. The brackets are −4n⁰ and −2(2n⁰−3n²) − 3(2n²−3n⁰+w²) = 5n⁰ − 3w², with weighted sum −(2/3)n⁰ − (2/5)w²:

p–p': ζ_ex = C[3n⁰ + (9/5)w²]

For d–d' the prefactor is −5C/2, a₀ = 1/5 and a₂ = a₄ = 2/35. The brackets are −12n⁰, then 6(2n⁰−3n²) − 3(2n²−3n⁰+w²) = 21n⁰ − 24n² − 3w², then −8(4n²−5n⁴) − 10(4n⁴−5n²+w⁴) = 18n² − 10w⁴. The weighted sum has −12/5 + 6/5 = −6/5 for n⁰ and −12/35 for n²:

d–d': ζ_ex = C[3n⁰ + (6/7)n² + (3/7)w² + (10/7)w⁴]

**Q.** Exchange usually undoes part of a direct repulsion. Does it raise ζ again?

**A.** It need not. For an s core with R_a, R_b > 0 and R_b' < 0 everywhere, y_l > 0 and B^l < 0, so ζ_ex is negative and adds to the screening. The sign is set by the slope R_b' that appears in B^l. For cores with nodes, or with l' > 0, the terms have mixed signs and the formula fixes no sign in general.

A compact core gives a second limit. Let b have radius r_c, inside which R_a ≈ c r^l; for l' = l, orthogonality to b adds a part of the same size, c r_c^l, which leaves the powers below unchanged. Then R_b ~ r_c^{−3/2}, ρ ~ c r_c^{l+1/2}, y_k is of the size of ρ, and B^k ~ r_c · c r_c^l · r_c^{−5/2} · c r_c^{l+1/2} · r_c = c² r_c^{2l}; A^k scales the same way. The screening deficit ⟨r⁻³⟩ − m⁰ = ∫P_a²(1−N_b)r⁻³dr is also of order c² r_c^{2l}. As r_c → 0 the shell becomes a point charge, ζ_dir → −C(4l'+2)⟨r⁻³⟩ and ζ_ex → 0, but exchange and penetration vanish at the same order. In this limit it is inconsistent to keep one and drop the other.

**Q.** You set the open-open pairs aside. With N > 1, is ζ_c then the constant at all?

**A.** ζ_c is complete for the open-core part at any N. The rest is

H_aa = ¼ Σ ⟨pr‖qs⟩ a†_p a†_r a_s a_q

over the M = 4l+2 spin orbitals of shell a. The field of the full shell, t_pq = Σ_r⟨pr‖qr⟩, is the result above with b = a. Then w^k = 0 and m⁰ = n⁰, so t = ζ_aa l·s with

p: ζ_aa = C(−6+3)n⁰ = −3C n⁰,  d: ζ_aa = C[−7n⁰ + (6/7)n²]

Introduce holes, a_p = h†_p, so that the operator string is h_p h_r h†_s h†_q. Moving the h† to the left gives the uncontracted term h†_q h†_s h_r h_p, four single contractions

−δ_rs h†_q h_p + δ_rq h†_s h_p + δ_ps h†_q h_r − δ_pq h†_s h_r

and the constant δ_rsδ_pq − δ_rqδ_ps. Antisymmetry of ⟨pr‖qs⟩ makes the four terms equal, giving −Σ t_pq h†_q h_p. The constant is ½ tr t = 0, as l·s is traceless. In the hole operators creation and annihilation indices are interchanged, so each matrix is transposed (mark ~). With T = Σ l·s,

H_aa = H̃_aa(holes) − ζ_aa T̃(holes),  T = −T̃(holes)

Define R = H_aa − ½ζ_aa T. Then R = H̃_aa − ζ_aaT̃ + ½ζ_aaT̃ = R̃(holes). The whole operator is

ζ' T + R,  ζ' = ζ_c + ½ζ_aa

and since a Hermitian matrix and its transpose share eigenvalues, ζ'T + R for M−n electrons has the spectrum of −ζ'T + R for n electrons with the same radial functions. So ζ' is the coefficient of the part that changes sign between a shell and its complement.

Two cases close. For N = 1, H_aa = 0 and the constant is ζ_c. For one hole H̃_aa = 0, H_aa = ζ_aaT, and the constant is ζ_c + ζ_aa. For 2 ≤ N ≤ 4l nothing above makes H_aa proportional to T, and R must be kept as a two-body operator.

**Q.** If I insist on the best single constant for given N?

**A.** Minimising tr(H_aa − xT)² over all states of l^N gives x = tr(H_aaT)/tr(T²). Use the jm_j basis, where T = Σu_p n_p, Σu_p = 0, and V_pr = ⟨pr‖pr⟩ obeys Σ_rV_pr = ζ_aa u_p. The number of determinants with ν given orbitals occupied is the binomial coefficient D_ν = (M−ν choose N−ν). Since Σ_{r≠p}u_r = −u_p,

tr T² = (D₁ − D₂) Σu² = (M−2 choose N−1) Σu²

T is diagonal, so only ½ΣV_pr n_p n_r contributes. The terms u_q with q = p or r give D₂·½ΣV_pr(u_p+u_r) = D₂ζ_aaΣu². The other q sum to −(u_p+u_r) and give −D₃ζ_aaΣu². With D₂ − D₃ = (M−3 choose N−2),

x = ζ_aa (N−1)/(M−2) = ζ_aa (N−1)/(4l)

For p^N this is 0, ¼, ½, ¾, 1 times ζ_aa, and ζ_c + x equals ζ' at half filling.

**Q.** For one outer electron, could other Breit-Pauli terms split the level?

**A.** Not to first order within the configuration. The dipolar spin-spin term is Q_ij(r₁₂)s₁ᵢs₂ⱼ with Q symmetric and traceless. Its direct part vanishes by the spin trace. The exchange closure gives s_is_j = ¼δ_ij + (i/2)ε_ijk s_k, which Q annihilates. The contact term s₁·s₂ closes to s² = ¾, and the remaining terms are spin-free, so none depends on j. From l·s = ½[j(j+1) − Λ − ¾], equal to l/2 and −(l+1)/2, the splitting is (l+½)ζ_c.

**Q.** Put numbers on it.

**A.** Take Ti³⁺, [Ar]3d¹, Z = 22. The orbitals come from nonrelativistic restricted Hartree-Fock, averaged over the ten d states: the 3d electron sees the Coulomb and exchange field of the core, and the core also sees the spherically and spin-averaged 3d electron. The basis is uncontracted Gaussians with exponents, in a₀⁻², 0.25×2.6ⁿ (15 s), 0.25×2.5ⁿ (10 p) and 0.12×2.5ⁿ (8 d), n = 0, 1, …. The energy is −3.6915×10⁻¹⁵ J and −V/T = 2.00003. Radial integrals are done by quadrature on a logarithmic grid. With C = 1.720145×10⁻⁵³ J m³ and ⟨r⁻³⟩ = 1.71527×10³¹ m⁻³,

C⟨r⁻³⟩ = 2.9505×10⁻²² J,  ζ_nuc = 22 × 2.9505×10⁻²² J = 6.4911×10⁻²¹ J

The direct integrals m⁰, in 10³¹ m⁻³, are 1.69661 (1s), 1.20692 (2s), 1.29468 (2p), 0.28098 (3s) and 0.25959 (3p). Divided by ⟨r⁻³⟩ they are 0.989, 0.704, 0.755, 0.164 and 0.151 per electron. Multiplied by 2, 2, 6, 2, 6 they give

1.978 + 1.407 + 4.529 + 0.328 + 0.908 = 9.150 electrons

ζ_dir = −9.150 × 2.9505×10⁻²² J = −2.6997×10⁻²¹ J

About half of the 18 core electrons count. The r⁻³ weight samples radii below the mean ⟨r⟩ = 6.60×10⁻¹¹ m, and the eight n = 3 electrons remove only 1.24 units.

For exchange with the s shells the sum is −1.8n⁰ + 1.2n² + 0.6w², in 10³⁰ m⁻³:

1s (0.25571, 0.14025, −1.5660): −0.4603 + 0.1683 − 0.9396 = −1.2316

2s (3.2882, 1.9026, −10.642): −5.9188 + 2.2831 − 6.3852 = −10.021

3s (1.7938, 1.2199, +2.0846): −3.2288 + 1.4639 + 1.2508 = −0.514

For the p shells the integrals are listed as n^{−1}, n¹, n³, w¹, w³:

2p (4.7588, 2.2007, 1.3705, −15.572, −8.3180): −11.421 + 0.943 + 1.410 − 9.343 − 8.556 = −26.967

3p (2.1546, 1.4312, 0.96811, +4.1741, +0.99893): −5.171 + 0.613 + 0.996 + 2.504 + 1.027 = −0.03

Multiplying by C gives, in 10⁻²² J, −0.212 (1s), −1.724 (2s), −4.639 (2p), −0.088 (3s) and −0.005 (3p), so ζ_ex = −6.668×10⁻²² J. Then

ζ_c = (6.4911 − 2.6997 − 0.6668)×10⁻²¹ J = 3.1246×10⁻²¹ J

or 326.8 − 135.9 − 33.6 = 157.3 cm⁻¹. The ²D₅/₂ level lies (5/2)ζ_c = 7.81×10⁻²¹ J = 393 cm⁻¹ above ²D₃/₂.

**Q.** Some of those entries look odd. The 3p shell overlaps 3d strongly and gives nearly nothing.

**A.** Its single terms are of order 1 to 5 in those units and cancel to −0.03. No angular factor forces this, since the same coefficients give −27 for 2p. The w integrals make most of the difference. They are negative for 1s, 2s, 2p and positive for 3s, 3p. The n terms sum to −9.07 for 2p and −3.56 for 3p, the w terms to −17.90 and +3.53. The integrand of w^k is ρ y_k (P_b'/P_b − P_a'/P_a)/r. The computed 1s and 2p functions change sign only in far tails of very small amplitude, which add negligibly to w^k. Where P_a and P_b can be taken as nodeless in this sense, ρ y_k > 0, so the integrand is negative wherever ln P_b rises more slowly than ln P_a. For 2s, 3s and 3p, which have nodes, this fixes no sign, and the signs quoted are those of the computed integrals. The n = 2 shells supply (1.724+4.639)/6.668 = 95% of ζ_ex.

The 1s entry shows why penetration and exchange belong together, although 3d is not a pure r² function across the 1s shell and the compact limit is not fully reached. Its penetration gain is 2C(1.71527 − 1.69661)×10³¹ m⁻³ = +6.4×10⁻²⁴ J, its exchange is −2.1×10⁻²³ J, and with ζ_dir(1s) = −5.837×10⁻²² J the shell removes (5.837+0.212)/2.9505 = 2.05 units, more than its two electrons.

In all, ζ/(C⟨r⁻³⟩) is 22 for the bare nucleus, 12.85 with direct screening and 10.59 with exchange. The potential-gradient value, 190.9 cm⁻¹, is too large by 21% of ζ_c. Of ζ_ex, −2.223×10⁻²² J is same-orbit and −4.445×10⁻²² J other-orbit, so omitting the other-orbit (Breit) part leaves an excess of 14% of ζ_c.

With the same 3d function n⁰ = 2.08979×10³⁰ m⁻³ and n² = 1.15052×10³⁰ m⁻³, so

ζ_aa = C(−14.6285 + 0.9862)×10³⁰ m⁻³ = −2.347×10⁻²² J

and ζ' = 3.0073×10⁻²¹ J = 151.4 cm⁻¹. For d¹, R = −½ζ_aaT restores ζ_c, so 157 cm⁻¹ and not 151 cm⁻¹ governs this ion.

**Q.** How far do I trust 393 cm⁻¹, and where does the whole scheme fail?

**A.** It is a first-order value on Hartree-Fock orbitals in a finite basis. It leaves out correlation, relativistic changes of the orbitals, higher orders in H, nuclear recoil and g − 2. The measured interval is roughly 380 cm⁻¹, a rough figure; the digits above serve the arithmetic and not that comparison.

Each assumption has a place where it breaks. If the core is spin-polarised, Σ_τ⟨τ|s|τ⟩ no longer cancels and the direct other-orbit term g(1,2)·2s₂ returns. If the core is not spherical, as in a molecule or crystal, the factor 3 from the spin closure survives for a closed-shell core, but the Wigner-Eckart step does not, and the mean field is a matrix in place of a constant. A second open shell adds pairs of the two-body kind. For l = 0, Λ = 0 and l·s vanishes, so ζ is undefined. Matrix elements to other configurations lie outside the derivation. When the j = l ± ½ radial functions differ appreciably, as in heavy atoms, the single R_a assumed at the start is lost.
